# Equal conductance and capacitance-slope peaks in strongly inverted MOS capacitors: a program that tests the result

```python
"""Strong-inversion MOS admittance, Y = G + j*omega*C per unit area.
Result under test: G/omega and -omega*dC/domega both peak at
omega_m = G_I/(C1+C_D), with common value C1^2/(2*(C1+C_D)).
C1: gate-to-inversion-charge capacitance; C_D: depletion capacitance;
G_I: minority-carrier supply conductance. Lengths are in cm unless noted.
A drift-diffusion calculation tests the circuit without assuming it.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse import bmat, diags
from scipy.sparse.linalg import spsolve


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Symbolic test, starting from the impedances of the circuit.
w, c1, cd, gi = sp.symbols("w c1 cd gi", positive=True)


def circuit(s):
    return 1 / (1 / (s * c1) + 1 / (gi + s * cd))


y_plus, y_minus = circuit(sp.I * w), circuit(-sp.I * w)
loss_sym = sp.cancel(sp.together((y_plus + y_minus) / (2 * w)))
cap_sym = sp.cancel(sp.together((y_plus - y_minus) / (2 * sp.I * w)))
slope_sym = sp.cancel(-w * sp.diff(cap_sym, w))
wm_sym = gi / (c1 + cd)
step_sym = sp.limit(cap_sym, w, 0) - sp.limit(cap_sym, w, sp.oo)
for curve in (loss_sym, slope_sym):
    numerator = sp.numer(sp.cancel(sp.diff(curve, w)))
    roots = sp.solve(numerator, w)
    assert len(roots) == 1 and sp.simplify(roots[0] - wm_sym) == 0
    peak_value = curve.subs(w, wm_sym)
    assert sp.simplify(peak_value - c1**2 / (2 * (c1 + cd))) == 0
    curvature = sp.diff(curve, w, 2).subs({c1: 3, cd: 1, gi: 4})
    assert sp.N(curvature.subs(w, 1)) < 0
assert sp.simplify(slope_sym - 2 * loss_sym**2 / step_sym) == 0

# Example inputs: rough typical silicon values and round device values.
q, m0, hbar = const.e, const.m_e, const.hbar
temperature = 375.0
vt = const.k * temperature / q
eps0 = const.epsilon_0 * 1e-2
eps_si, eps_ox = 11.7 * eps0, 3.9 * eps0
t_ox, field_ox, doping, lifetime = 10e-7, 1e6, 1e16, 0.2e-6
mu_n, mu_p = 700.0, 300.0
gap = 1.17 - 4.73e-4 * temperature**2 / (temperature + 636)


def band_density(mass_ratio):
    kt = const.k * temperature
    return 2e-6 * (mass_ratio * m0 * kt / (2 * np.pi * hbar**2))**1.5


nc, nv = band_density(1.09), band_density(1.15)
ni = np.sqrt(nc * nv) * np.exp(-gap / (2 * vt))
p0 = doping / 2 + np.sqrt(doping**2 / 4 + ni**2)
n0 = ni**2 / p0
cox = eps_ox / t_ox


def field(v):
    """Silicon field in V/cm at band bending v, in units of kT/q."""
    energy = p0 * (np.expm1(-v) + v) + n0 * (np.expm1(v) - v)
    return np.sqrt(2 * q * vt / eps_si * energy)


# Equilibrium profile from the first integral of Poisson's equation.
field_s = eps_ox * field_ox / eps_si
v_s = brentq(lambda v: field(v) - field_s, 5, 45)
bend = np.concatenate((np.linspace(v_s, 1, 500),
                       np.geomspace(1, 1e-4, 120)[1:]))
depth = vt * cumulative_trapezoid(1 / field(bend), -bend, initial=0)
depth = np.concatenate((depth, depth[-1] + np.geomspace(4e-7, 0.02, 110)))
bend = np.concatenate((bend, np.zeros(110)))
n, p = n0 * np.exp(bend), p0 * np.exp(-bend)
srh = q * ni**2 / (vt * lifetime * (n + p + 2 * ni))

# Lumped elements predicted from the equilibrium profile.
c_s = q * (-p0 * np.expm1(-v_s) + n0 * np.expm1(v_s)
           + 0.0) / field_s
c_s += q * (p0 - n0 - doping) / field_s
C1 = cox * c_s / (cox + c_s)
width = trapezoid(p0 - p, depth) / doping
CD = eps_si / width
inside = bend >= 1
g_gr = trapezoid(srh[inside], depth[inside])
field_i = field(np.log(p0 / ni))
g_gr_closed = q * ni / (lifetime * field_i)
diff_n = mu_n * vt
length_n = np.sqrt(diff_n * lifetime)
g_diff = q * n0 / vt * np.sqrt(diff_n / lifetime)
GI = g_gr + g_diff
omega_pred = GI / (C1 + CD)
peak_pred = C1**2 / (2 * (C1 + CD))
assert abs(g_gr_closed / g_gr - 1) < 0.06  # field varies near n = p

# Small-signal drift-diffusion. Edge currents are unknowns as well, which
# avoids cancellation in the highly conducting inversion layer.
d = np.diff(depth)
size = len(d)
h = np.r_[d[0] / 2, (d[:-1] + d[1:]) / 2]
nn, pp = n[:-1], p[:-1]
cap_n, cap_p = q * h * nn / vt, q * h * pp / vt
supply = diags(h * srh[:-1])
res_n = d * (1 / n[:-1] + 1 / n[1:]) / (2 * q * mu_n)
res_p = d * (1 / p[:-1] + 1 / p[1:]) / (2 * q * mu_p)
drop = diags([np.ones(size), -np.ones(size - 1)], [0, 1])
gate = np.zeros(size)
gate[0] = cox
poisson = drop.T @ diags(eps_si / d) @ drop + diags(gate + cap_n + cap_p)
CN, CP = diags(cap_n), diags(cap_p)


def device(omega):
    """Return Y/(j*omega) for unit gate signal, in F/cm2."""
    scale = omega * cox
    jn, jp = 1j * omega * CN, 1j * omega * CP
    matrix = bmat([
        [poisson / cox, -CN / cox, -CP / cox, None, None],
        [-jn / scale, (supply + jn) / scale, -supply / scale, drop.T, None],
        [-jp / scale, -supply / scale, (supply + jp) / scale, None, drop.T],
        [None, -drop, None, diags(res_n * scale), None],
        [None, None, -drop, None, diags(res_p * scale)]], format="csc")
    rhs = np.zeros(5 * size, dtype=complex)
    rhs[0] = 1
    return cox * (1 - spsolve(matrix, rhs)[0])


log_x = np.linspace(-4, 4, 65)
response = np.array([device(omega_pred * np.exp(t)) for t in log_x])
cap_curve = CubicSpline(log_x, response.real)
loss_curve = CubicSpline(log_x, -response.imag)
fine = np.linspace(-3.5, 3.5, 7001)
loss, slope = loss_curve(fine), -cap_curve(fine, 1)
i_loss, i_slope = np.argmax(loss), np.argmax(slope)
peak_loss, peak_slope = loss[i_loss], slope[i_slope]
omega_loss = omega_pred * np.exp(fine[i_loss])
omega_slope = omega_pred * np.exp(fine[i_slope])
c_low = device(omega_pred * 1e-3).real
c_high = device(omega_pred * 1e3).real
g_extracted = omega_loss * c_low**2 / (2 * peak_loss)

# Grid and spline errors set the first tolerances; the looser ones allow
# for the approximate split into lumped elements.
assert abs(peak_slope / peak_loss - 1) < 3e-3
assert abs(omega_slope / omega_loss - 1) < 6e-3
identity_error = np.max(np.abs(slope - 2 * loss**2 / (c_low - c_high)))
assert identity_error / peak_loss < 5e-3
assert abs(c_low / C1 - 1) < 5e-3
assert abs(peak_loss / peak_pred - 1) < 0.02
assert abs(omega_loss / omega_pred - 1) < 0.05
assert abs(g_extracted / GI - 1) < 0.05


# A log-normal spread of relaxation times must destroy the equality.
def spread_ratio(sigma):
    y = np.linspace(-8 * sigma - 20, 8 * sigma + 20, 16001)
    shifts = np.linspace(-2, 2, 81)
    sums = []
    for t in shifts:
        weight = np.exp(-(y - t)**2 / (2 * sigma**2))
        debye_loss = 0.5 / np.cosh(y)
        sums.append((trapezoid(weight * debye_loss, y),
                     trapezoid(weight * 2 * debye_loss**2, y)))
    sums = np.array(sums)
    assert np.all(sums[:, 1] < sums[:, 0])
    assert np.all(np.argmax(sums, axis=0) == 40)
    return sums[:, 1].max() / sums[:, 0].max()


ratio_one, ratio_broad = spread_ratio(1.0), spread_ratio(20.0)
assert ratio_one < 0.95
assert abs(ratio_broad - 2 / np.pi) < 0.01

# Sizes of neglected effects for this example.
n_dep = width * doping * 1e4
n_inv = trapezoid(n - n0, depth) * 1e4
fang = (12 * 0.916 * m0 * q**2 * (n_dep + 11 * n_inv / 32)
        / (eps_si * 100 * hbar**2))**(1 / 3)
quantum_nm = 3 / fang * 1e9 * eps_ox / eps_si
classical_nm = eps_ox / c_s * 1e7
barrier, v_ox = 3.1, field_ox * t_ox
wkb = (4 * np.sqrt(2 * 0.4 * m0 * q) / (3 * hbar * field_ox * 100)
       * (barrier**1.5 - (barrier - v_ox)**1.5))
wafer_r = 0.05 / (q * mu_p * doping)
series_error = omega_loss * wafer_r * abs(device(omega_loss))**2 / peak_loss
trap_ratio = q * 1e11 / c_s
edge_ratio = g_diff * 4 * length_n / 0.05 / GI

show("Temperature", temperature, "K")
show("Oxide thickness", t_ox * 1e7, "nm")
show("Oxide field", field_ox / 1e6, "MV/cm")
show("Acceptor density", doping, "cm^-3")
show("Carrier lifetime", lifetime * 1e6, "us")
show("Electron mobility (rough)", mu_n, "cm2/Vs")
show("Hole mobility (rough)", mu_p, "cm2/Vs")
show("Thermal voltage", vt * 1e3, "mV")
show("Intrinsic density", ni, "cm^-3")
show("Bulk minority density n0", n0, "cm^-3")
show("Surface band bending", v_s * vt, "V")
show("Depletion width", width * 1e7, "nm")
show("Field at n = p", field_i / 1e6, "MV/cm")
show("Oxide capacitance", cox * 1e9, "nF/cm2")
show("Inversion capacitance C_s", c_s * 1e9, "nF/cm2")
show("C1", C1 * 1e9, "nF/cm2")
show("C_D", CD * 1e9, "nF/cm2")
show("G_gr, integral", g_gr * 1e6, "uS/cm2")
show("G_gr, closed form", g_gr_closed * 1e6, "uS/cm2")
show("Electron diffusion length", length_n * 1e4, "um")
show("G_diff", g_diff * 1e6, "uS/cm2")
show("G_I", GI * 1e6, "uS/cm2")
show("Circuit omega_m", omega_pred, "rad/s")
show("Circuit frequency omega_m/(2 pi)", omega_pred / (2 * np.pi), "Hz")
show("Circuit common peak", peak_pred * 1e9, "nF/cm2")
show("Peak if C1 = C_ox", cox**2 / (2 * (cox + CD)) * 1e9, "nF/cm2")
show("Device peak of G/omega", peak_loss * 1e9, "nF/cm2", 5)
show("Device peak of -omega dC/domega", peak_slope * 1e9, "nF/cm2", 5)
show("Device omega at G/omega peak", omega_loss, "rad/s", 5)
show("Device omega at slope peak", omega_slope, "rad/s", 5)
show("Device low-frequency C", c_low * 1e9, "nF/cm2")
show("Device high-frequency C", c_high * 1e9, "nF/cm2")
show("G_I extracted from device peak", g_extracted * 1e6, "uS/cm2")
print("Device: omega/omega_m, G/omega, -omega dC/domega (nF/cm2)")
for x in (0.1, 0.3, 1.0, 3.0, 10.0):
    t = np.log(x * omega_loss / omega_pred)
    print(f"  {x:4.1f}  {loss_curve(t)*1e9:8.3f}  {-cap_curve(t, 1)*1e9:8.3f}")
show("Peak ratio slope/loss, log-normal sigma 1", ratio_one)
show("Peak ratio slope/loss, log-normal sigma 20", ratio_broad)
show("omega_m times lifetime", omega_loss * lifetime)
show("Surface electron density / Nc", n[0] / nc)
show("Inversion layer as oxide, classical", classical_nm, "nm", 3)
show("Inversion layer as oxide, ground subband", quantum_nm, "nm", 3)
show("log10 oxide tunnelling probability", -wkb / np.log(10), "", 3)
show("Wafer-resistance loss / peak", series_error, "", 2)
show("Interface-trap C / C_s at 1e11 cm^-2 eV^-1", trap_ratio, "", 2)
show("Edge collection / G_I, 0.5 mm gate", edge_ratio, "", 2)
print("done: every assertion held")
```

It prints:

```
Temperature: 375 K
Oxide thickness: 10 nm
Oxide field: 1 MV/cm
Acceptor density: 1e+16 cm^-3
Carrier lifetime: 0.2 us
Electron mobility (rough): 700 cm2/Vs
Hole mobility (rough): 300 cm2/Vs
Thermal voltage: 32.31 mV
Intrinsic density: 1.58e+12 cm^-3
Bulk minority density n0: 2.495e+08 cm^-3
Surface band bending: 0.7917 V
Depletion width: 293.2 nm
Field at n = p: 0.02784 MV/cm
Oxide capacitance: 345.3 nF/cm2
Inversion capacitance C_s: 5235 nF/cm2
C1: 323.9 nF/cm2
C_D: 35.33 nF/cm2
G_gr, integral: 46.56 uS/cm2
G_gr, closed form: 45.46 uS/cm2
Electron diffusion length: 21.27 um
G_diff: 13.16 uS/cm2
G_I: 59.72 uS/cm2
Circuit omega_m: 166.2 rad/s
Circuit frequency omega_m/(2 pi): 26.46 Hz
Circuit common peak: 146 nF/cm2
Peak if C1 = C_ox: 156.6 nF/cm2
Device peak of G/omega: 145.32 nF/cm2
Device peak of -omega dC/domega: 145.32 nF/cm2
Device omega at G/omega peak: 165.89 rad/s
Device omega at slope peak: 165.89 rad/s
Device low-frequency C: 324 nF/cm2
Device high-frequency C: 33.31 nF/cm2
G_I extracted from device peak: 59.9 uS/cm2
Device: omega/omega_m, G/omega, -omega dC/domega (nF/cm2)
   0.1    28.781     5.700
   0.3    80.004    44.043
   1.0   145.325   145.322
   3.0    87.186    52.307
  10.0    28.774     5.697
Peak ratio slope/loss, log-normal sigma 1: 0.8171
Peak ratio slope/loss, log-normal sigma 20: 0.6379
omega_m times lifetime: 3.318e-05
Surface electron density / Nc: 0.2726
Inversion layer as oxide, classical: 0.66 nm
Inversion layer as oxide, ground subband: 0.783 nm
log10 oxide tunnelling probability: -45.3
Wafer-resistance loss / peak: 6.3e-06
Interface-trap C / C_s at 1e11 cm^-2 eV^-1: 0.0031
Edge collection / G_I, 0.5 mm gate: 0.037
done: every assertion held
```
